# Extremal Growth of Chebyshev Polynomials Outside the Interval [-1, 1]: a numerical check

```python
"""Extremal growth of Chebyshev polynomials outside [-1, 1].

Result under test: if p is a real polynomial of degree at most m and
|p(x)| <= 1 on [-1, 1], then for every real x0 with |x0| > 1
    |p(x0)| <= |T_m(x0)| = cosh(m * arccosh|x0|),
with equality only for p = T_m or p = -T_m.
T_m is defined by T_0 = 1, T_1 = x, T_{k+1} = 2 x T_k - T_{k-1}.
The result is then used for a filter that amplifies the low eigenvectors
of a matrix H whose unwanted eigenvalues lie in [a, b].
Energies are in hbar*omega, lengths in oscillator lengths.
"""
import numpy as np
from numpy.polynomial import legendre
from scipy.optimize import linprog


def chebyshev(m, x):
    """T_m(x) from the three-term recurrence."""
    previous, current = np.ones_like(x), x
    if m == 0:
        return previous
    for _ in range(m - 1):
        previous, current = current, 2 * x * current - previous
    return current


def cosh_formula(m, x):
    return np.cosh(m * np.arccosh(np.abs(x)))


def lagrange_weights(m, x0):
    """Lagrange basis polynomials at x0 for the nodes cos(k pi/m)."""
    nodes = np.cos(np.arange(m + 1) * np.pi / m)
    weights = np.array([
        np.prod([(x0 - nodes[j]) / (nodes[k] - nodes[j])
                 for j in range(m + 1) if j != k])
        for k in range(m + 1)])
    return nodes, weights


# Closed forms inside and outside the interval, and the node values.
angles = np.linspace(0, np.pi, 203)
outside = np.array([-3.0, -1.2, -1.01, 1.01, 1.5, 2.0])
for m in range(1, 13):
    assert np.allclose(chebyshev(m, np.cos(angles)), np.cos(m * angles),
                       atol=1e-11)
    signs = np.where(outside < 0, (-1.0) ** m, 1.0)
    assert np.allclose(chebyshev(m, outside),
                       signs * cosh_formula(m, outside), rtol=1e-10)
    rho = np.abs(outside) + np.sqrt(outside**2 - 1)
    size = np.abs(chebyshev(m, outside))
    assert np.all(size >= rho**m / 2) and np.all(size <= rho**m)
    nodes, _ = lagrange_weights(m, 2.0)
    assert np.allclose(chebyshev(m, nodes), (-1.0) ** np.arange(m + 1))

# Signs of the Lagrange weights and the sum of their absolute values.
for m in range(1, 11):
    for x0 in (1.01, 1.5, 2.0):
        _, weights = lagrange_weights(m, x0)
        assert np.all(np.sign(weights) == (-1.0) ** np.arange(m + 1))
        assert np.isclose(np.abs(weights).sum(), cosh_formula(m, x0),
                          rtol=1e-9)

# Direct search for the largest bounded polynomial by linear programming.
# A bound imposed only at angles spaced by d permits an excess of at most
# the factor 1/cos(m d/2); the extra 1e-5 covers the solver tolerance.
intervals = 401
spacing = np.pi / intervals
grid = np.cos(np.arange(intervals + 1) * spacing)
largest_excess = 0.0
for m in range(1, 9):
    table = legendre.legvander(grid, m)
    for x0 in (-1.2, 1.05, 1.5, 2.0):
        objective = legendre.legvander(np.array([x0]), m)[0]
        answer = linprog(-objective, A_ub=np.vstack([table, -table]),
                         b_ub=np.ones(2 * len(grid)),
                         bounds=[(None, None)] * (m + 1), method="highs")
        assert answer.status == 0
        optimum, claim = -answer.fun, cosh_formula(m, x0)
        assert optimum >= claim * (1 - 1e-5)
        assert optimum <= claim / np.cos(m * spacing / 2) * (1 + 1e-5)
        largest_excess = max(largest_excess, optimum / claim - 1)
        if m == 3 and x0 == 2.0:
            hand_optimum = optimum
            hand_difference = np.max(np.abs(table @ answer.x
                                            - chebyshev(3, grid)))
# The optimizer itself must be T_3, up to the effect of the finite grid.
assert hand_difference < 2e-3

hand_nodes, hand_weights = lagrange_weights(3, 2.0)
legendre_value = legendre.legval(2.0, [0, 0, 0, 1])
print("HAND EXAMPLE: m = 3, x0 = 2 (no units)")
for k in range(4):
    print(f"node x_{k} = {hand_nodes[k]:.4f}, "
          f"weight l_{k}(2) = {hand_weights[k]:.4f}")
print(f"sum of |weights| = {np.abs(hand_weights).sum():.6f}")
print(f"T_3(2) by recurrence = {chebyshev(3, 2.0):.6f}")
print(f"cosh(3 arccosh 2) = {cosh_formula(3, 2.0):.6f}")
print(f"competitor x^3 at 2 = {2.0**3:.4f}")
print(f"competitor Legendre P_3 at 2 = {legendre_value:.4f}")
print(f"linear-program optimum = {hand_optimum:.6f}")
print(f"largest |optimizer - T_3| on grid = {hand_difference:.2e}")
print(f"largest relative excess, m = 1..8, 4 points = {largest_excess:.2e}")

# Growth rate per degree just outside the interval.
print("RATES PER DEGREE at x0 = 1 + eps (no units)")
for eps in (0.1, 0.01, 0.001):
    rate = np.arccosh(1 + eps)
    assert abs(rate / np.sqrt(2 * eps) - 1) < eps / 10
    assert abs(np.log(1 + eps) / eps - 1) < eps
    print(f"eps = {eps}: arccosh = {rate:.5f}, "
          f"sqrt(2 eps) = {np.sqrt(2 * eps):.5f}, "
          f"ln(1+eps) = {np.log(1 + eps):.5f}")

# Model Hamiltonian: harmonic trap on a finite-difference grid.
step, half_length, wanted, degree = 0.2, 8.0, 4, 20
points = int(round(2 * half_length / step)) + 1
position = np.linspace(-half_length, half_length, points)
hamiltonian = (np.diag(1 / step**2 + position**2 / 2)
               - np.diag(np.full(points - 1, 0.5 / step**2), 1)
               - np.diag(np.full(points - 1, 0.5 / step**2), -1))
energies, states = np.linalg.eigh(hamiltonian)
lower = energies[wanted]
upper = np.abs(hamiltonian).sum(axis=1).max()
assert upper >= energies[-1]
center, half_width = (lower + upper) / 2, (upper - lower) / 2
mapped = (energies - center) / half_width
scaled = (hamiltonian - center * np.eye(points)) / half_width

# Filters act through matrix-vector products only.
start = np.random.default_rng(1).standard_normal(points)
before, filtered = start, scaled @ start
for _ in range(degree - 1):
    before, filtered = filtered, 2 * scaled @ filtered - before
powered = start.copy()
for _ in range(degree):
    powered = scaled @ powered

start_parts = states.T @ start
gain = np.abs(states.T @ filtered / start_parts)
power_gain = np.abs(states.T @ powered / start_parts)
predicted = cosh_formula(degree, mapped[:wanted])
assert np.allclose(gain[:wanted], predicted, rtol=1e-8)
assert np.all(gain[wanted:] <= 1 + 1e-8)
assert np.all(power_gain[wanted:] <= 1 + 1e-8)
assert np.all(power_gain[:wanted] < gain[:wanted])


def tangent(vector):
    parts = states.T @ vector
    return np.linalg.norm(parts[wanted:]) / np.linalg.norm(parts[:wanted])


tan_start, tan_cheb, tan_power = map(tangent, (start, filtered, powered))
guaranteed = predicted[-1]
assert tan_cheb <= tan_start / guaranteed * (1 + 1e-8)

# Smallest degree that amplifies the last wanted state by the target.
target = 1000.0
edge = mapped[wanted - 1]
cheb_degree = next(m for m in range(1, 2000)
                   if abs(chebyshev(m, edge)) >= target)
power_degree = next(m for m in range(1, 5000) if abs(edge)**m >= target)
cheb_estimate = np.arccosh(target) / np.arccosh(abs(edge))
power_estimate = np.log(target) / np.log(abs(edge))
assert cheb_degree == int(np.ceil(cheb_estimate))
assert power_degree == int(np.ceil(power_estimate))

print("FILTER EXAMPLE: energies in hbar*omega")
print(f"grid step = {step} and half-length = {half_length} osc. lengths")
print(f"grid points = {points}, wanted states = {wanted}, m = {degree}")
print(f"a = {lower:.5f}, b = {upper:.5f} hbar*omega")
print(f"largest eigenvalue = {energies[-1]:.5f} hbar*omega")
print(f"center c = {center:.5f}, half-width e = {half_width:.5f} hbar*omega")
for j in range(wanted):
    print(f"state {j}: E = {energies[j]:.5f} hbar*omega, x = {mapped[j]:.6f}")
    print(f"  gain measured {gain[j]:.3f}, cosh formula {predicted[j]:.3f}, "
          f"power {power_gain[j]:.3f}")
print(f"largest gain of an unwanted state = {gain[wanted:].max():.6f}")
print(f"tangent to wanted subspace: start = {tan_start:.4f}")
print(f"tangent after Chebyshev filter = {tan_cheb:.3e}")
print(f"tangent after power filter = {tan_power:.4f}")
print(f"Chebyshev reduction factor = {tan_start / tan_cheb:.2f}, "
      f"guaranteed = {guaranteed:.2f}")
print(f"arccosh|x| of state 3 = {np.arccosh(abs(edge)):.5f}, "
      f"ln|x| = {np.log(abs(edge)):.5f}")
print(f"degree for gain {target:.0f}: Chebyshev {cheb_degree} "
      f"(from {cheb_estimate:.2f})")
print(f"degree for gain {target:.0f}: power {power_degree} "
      f"(from {power_estimate:.2f})")
print("tests ok")
```

It prints:

```
HAND EXAMPLE: m = 3, x0 = 2 (no units)
node x_0 = 1.0000, weight l_0(2) = 7.5000
node x_1 = 0.5000, weight l_1(2) = -10.0000
node x_2 = -0.5000, weight l_2(2) = 6.0000
node x_3 = -1.0000, weight l_3(2) = -2.5000
sum of |weights| = 26.000000
T_3(2) by recurrence = 26.000000
cosh(3 arccosh 2) = 26.000000
competitor x^3 at 2 = 8.0000
competitor Legendre P_3 at 2 = 17.0000
linear-program optimum = 26.000492
largest |optimizer - T_3| on grid = 3.15e-05
largest relative excess, m = 1..8, 4 points = 1.53e-04
RATES PER DEGREE at x0 = 1 + eps (no units)
eps = 0.1: arccosh = 0.44357, sqrt(2 eps) = 0.44721, ln(1+eps) = 0.09531
eps = 0.01: arccosh = 0.14130, sqrt(2 eps) = 0.14142, ln(1+eps) = 0.00995
eps = 0.001: arccosh = 0.04472, sqrt(2 eps) = 0.04472, ln(1+eps) = 0.00100
FILTER EXAMPLE: energies in hbar*omega
grid step = 0.2 and half-length = 8.0 osc. lengths
grid points = 81, wanted states = 4, m = 20
a = 4.44814, b = 80.42000 hbar*omega
largest eigenvalue = 76.37470 hbar*omega
center c = 42.43407, half-width e = 37.98593 hbar*omega
state 0: E = 0.49875 hbar*omega, x = -1.103970
  gain measured 4228.966, cosh formula 4228.966, power 7.230
state 1: E = 1.49372 hbar*omega, x = -1.077777
  gain measured 1267.312, cosh formula 1267.312, power 4.473
state 2: E = 2.48364 hbar*omega, x = -1.051717
  gain measured 302.372, cosh formula 302.372, power 2.741
state 3: E = 3.46846 hbar*omega, x = -1.025791
  gain measured 46.505, cosh formula 46.505, power 1.664
largest gain of an unwanted state = 1.000000
tangent to wanted subspace: start = 3.9864
tangent after Chebyshev filter = 1.251e-03
tangent after power filter = 0.1367
Chebyshev reduction factor = 3186.01, guaranteed = 46.51
arccosh|x| of state 3 = 0.22663, ln|x| = 0.02546
degree for gain 1000: Chebyshev 34 (from 33.54)
degree for gain 1000: power 272 (from 271.28)
tests ok
```
